# Quarter-Period Focusing of Atoms Near a Blue-Detuned Standing-Wave Node

## What symmetry and dimensions fix

A standing light wave lies along $x$, with a node at $x=0$. An atom of mass $m$ crosses it along $z$ at speed $v$. The light is uniform along $z$ once the atom has entered it. If the light gives the atom a smooth potential energy $U(x)$, mirror symmetry about the node removes every odd power of $x$:

$$U(x)=U(0)+\tfrac12\kappa x^2+O(x^4).$$

The force close to the node is therefore $-\kappa x$. Its equation of motion, $m\ddot x=-\kappa x$, is linear: doubling the entry offset $x_0$ of an atom with no transverse velocity doubles $x$ at every later time. The time of first crossing cannot depend on $x_0$. The sole time that can be formed from $m$ and $\kappa$ is $\sqrt{m/\kappa}$, so, if the atom is drawn inwards,

$$t_f=C\sqrt{m/\kappa},\qquad z_f=vt_f .$$

Three things remain open: the sign of $\kappa$, its value, and the number $C$. Two derivations supply them. The first follows the force on the atom's induced dipole; the second uses energy alone.

## First derivation: the force on the induced dipole

Let the atom have a ground state $g$ and an excited state $e$ separated by $\hbar\omega_a$. The light has angular frequency $\omega_L$, wavenumber $k$ and detuning $\Delta=\omega_L-\omega_a$; blue detuning means $\Delta>0$. The coupling is $\hbar\Omega(x)\cos\omega_Lt$, with $\Omega(x)=\Omega_m\sin kx$. The amplitude $b_e$ of the excited state obeys

$$i\dot b_e=\omega_a b_e+\Omega\cos(\omega_Lt)\,c_g .$$

Put $b_e=c_e e^{-i\omega_Lt}$. The coupling term becomes $\tfrac12\Omega(1+e^{2i\omega_Lt})c_g$. Its second part oscillates at twice the optical frequency and averages out, which is the rotating-wave approximation. Treating the ground amplitude likewise gives

$$i\dot c_g=\tfrac12\Omega c_e,\qquad i\dot c_e=\tfrac12\Omega c_g-\Delta c_e ,$$

which is evolution under

$$H=\hbar\begin{pmatrix}0&\Omega/2\\ \Omega/2&-\Delta\end{pmatrix}.$$

The atom enters in $g$. If $\Omega$ changes slowly on the time scale $1/\Delta$ and $|\Omega|\ll\Delta$, then $\dot c_e$ is small beside $\Delta c_e$, and

$$c_e\simeq\frac{\Omega}{2\Delta}c_g,\qquad |c_g|^2\simeq1 .$$

The mean force is minus the expectation value of $\partial H/\partial x$. The two off-diagonal elements contribute complex conjugates, so

$$F=-\frac{\hbar}{2}\frac{d\Omega}{dx}\left(c_g^*c_e+c_e^*c_g\right)=-\frac{\hbar}{2\Delta}\,\Omega\frac{d\Omega}{dx}
=-\frac{\hbar k\Omega_m^2}{2\Delta}\sin kx\cos kx .$$

For $k|x|\ll1$, $\sin kx\cos kx\simeq kx$. Hence $F=-m\omega^2x$ with

$$\boxed{\;\omega=k\Omega_m\sqrt{\frac{\hbar}{2m\Delta}}\;}$$

and $\kappa=m\omega^2$. The condition $|\Omega|\ll\Delta$ is needed at the atom's position, where $|\Omega|\simeq\Omega_mk|x|$, and not at the antinode.

The solution of $\ddot x=-\omega^2x$ with initial position $x_0$ and transverse velocity $v_{x0}$ is

$$x(t)=x_0\cos\omega t+\frac{v_{x0}}{\omega}\sin\omega t .$$

Parallel entry means $v_{x0}=0$. The cosine is positive from $t=0$ until $\omega t=\pi/2$, where it first vanishes. With $T=2\pi/\omega$,

$$\boxed{\;t_f=\frac{\pi}{2\omega}=\frac T4,\qquad z_f=\frac{\pi v}{2\omega}\;}$$

so $C=\pi/2$. Later foci follow at odd multiples of $T/4$, if the light extends that far. An atom entering at a small angle $\theta$ has $v_{x0}=v\theta$ and lands at $v\theta/\omega$ when $t=T/4$, whatever its $x_0$. Divergence of the atomic beam thus becomes spot width.

For red detuning, $\Delta<0$, the force changes sign and the paraxial solution is $x_0\cosh(|\omega|t)$, where $|\omega|$ is computed with $|\Delta|$. The node then expels the atom, so there is no focus at the node; the potential minima, and any focusing, lie at the antinodes instead.

## Second derivation: energy conservation

An eigenvalue $E$ of $H$ satisfies $E(E+\hbar\Delta)=\hbar^2\Omega^2/4$. For $\Delta>0$ the root that goes to zero with $\Omega$, and so connects to the ground state outside the light, is

$$U(x)=\frac{\hbar}{2}\left[\sqrt{\Delta^2+\Omega^2(x)}-\Delta\right].$$

An atom that stays in this state moves in the potential $U$, which is lowest at the node. Expand the root and the sine:

$$U=\frac{\hbar\Omega^2}{4\Delta}-\frac{\hbar\Omega^4}{16\Delta^3}+\dots,\qquad \sin^2kx=k^2x^2-\tfrac13k^4x^4+\dots$$

Collecting powers of $x$ gives

$$U=\tfrac12m\omega^2\left(x^2-\beta x^4+\dots\right),\qquad \beta=k^2\left(\frac13+\frac{\Omega_m^2}{4\Delta^2}\right),$$

because $\hbar k^2\Omega_m^2/(4\Delta)=\tfrac12m\omega^2$, with the same $\omega$ as before.

An atom released at rest in $x$ from $x_0>0$ conserves $\tfrac12m\dot x^2+U(x)=U(x_0)$. It reaches the node after

$$t_f=\int_0^{x_0}\frac{dx}{\sqrt{2[U(x_0)-U(x)]/m}} .$$

Since $x_0^4-x^4=(x_0^2-x^2)(x_0^2+x^2)$, the energy difference is

$$U(x_0)-U(x)=\tfrac12m\omega^2(x_0^2-x^2)\left[1-\beta(x_0^2+x^2)\right].$$

Expand the inverse square root of the bracket to first order in $\beta$ and set $x=x_0\sin\varphi$:

$$t_f=\frac1\omega\int_0^{\pi/2}\left[1+\tfrac12\beta x_0^2(1+\sin^2\varphi)\right]d\varphi
=\frac{\pi}{2\omega}\left(1+\tfrac34\beta x_0^2\right),$$

where $\int_0^{\pi/2}(1+\sin^2\varphi)\,d\varphi=3\pi/4$. As $x_0\to0$ this is again $T/4$. The correction is positive because the potential is softer than a parabola: outer atoms arrive late. This is the spherical aberration of the lens.

## What each derivation assumes

Both take two internal levels, slow change of the coupling on the scale $1/\Delta$, rare spontaneous emission, and a sharp entrance on the scale of the transverse motion. For an edge of duration $\tau$, the slow change of the coupling and the sharp entrance together require

$$\frac1\Delta\ll\tau\ll\frac1\omega .$$

If the intensity rises symmetrically about the middle of the edge, the atom leaves the edge with transverse velocity $-\omega^2x_0\tau/2$ to lowest order. A sudden start at mid-edge would give the same velocity, so times are counted from there.

The force derivation assumes small $kx$ and weak local excitation from the outset. In return it has a linear equation, which handles entry angles and light whose strength varies along $z$. The energy integral does not need weak excitation or a small offset, provided the atom stays in the dressed state; for local $|\Omega|>\Delta$ this tightens the edge condition to $\tau\gg|\Omega|/\Delta^2$. It yields the aberration, whose series form needs $\beta x_0^2\ll1$: at $\Omega_m/\Delta=10$ and $kx_0=0.295$ the series gives $2.66\,T/4$ while the integral gives $1.65\,T/4$. It requires a potential that is constant in time as the atom sees it, hence uniform light along the path.

Two cases show what the linear equation adds.

**Light that ends early.** Suppose the light stops at a depth $L<z_f$. There $x=x_0\cos\phi$ and $\dot x=-\omega x_0\sin\phi$, with $\phi=\omega L/v$. The atom then drifts in a straight line and crosses the node plane at

$$z=L+\frac v\omega\cot\phi .$$

Since $\cot\phi=\tan(\pi/2-\phi)>\pi/2-\phi$, this lies beyond $z_f$. For $\phi\ll1$ the drift length tends to $v^2/(\omega^2L)$, the focal length of a thin lens. The quarter-period law therefore belongs to a lens at least $z_f$ thick.

**A Gaussian profile.** Let the intensity vary as $e^{-2z^2/w^2}$. Because $\omega^2\propto\Omega_m^2$ is proportional to intensity, the paraxial equation in $\zeta=z/w$ is

$$\frac{d^2x}{d\zeta^2}+q\,e^{-2\zeta^2}x=0,\qquad q=\left(\frac{\omega w}{v}\right)^2,$$

with $\omega$ taken at the peak. Requiring parallel entry and a first focus at the beam centre makes $q$ an eigenvalue. Shooting and a matrix solution both give $q=5.368$. The phase accumulated up to the centre is

$$\sqrt q\int_{-\infty}^0e^{-\zeta^2}d\zeta=\frac{\sqrt{\pi q}}2=1.307\times\frac\pi2 .$$

A rule that merely replaced $\omega t$ by the accumulated phase would demand $q=\pi$. At fixed $w$, $v$ and $\Delta$, the true peak intensity is $5.368/\pi=1.71$ times the value given by that rule. The replacement fails because it needs a frequency that changes little during one radian of oscillation. The relative change per radian is $2|\zeta|e^{\zeta^2}/\sqrt q$, which is already 2.3 at $\zeta=-1$.

## The wave limit of the focus

In the harmonic region, classical parallel atoms of one speed meet at a point; matter waves do not. In the harmonic potential the Heisenberg equations have the same linear solution as the classical ones, so the position operator at the quarter period is $\hat x(T/4)=\hat p(0)/(m\omega)$. A Gaussian packet with flat phase and rms width $\sigma_0$ has rms momentum $\hbar/(2\sigma_0)$ and no position–momentum correlation. Its width obeys

$$\sigma^2(t)=\sigma_0^2\cos^2\omega t+\left(\frac{\hbar}{2m\omega\sigma_0}\right)^2\sin^2\omega t .$$

At $T/4$ the width is $\hbar/(2m\omega\sigma_0)$. This is a minimum if $\sigma_0>\sqrt{\hbar/(2m\omega)}$, the rms width of the oscillator ground state. A narrower packet is widest at $T/4$.

## From laser intensity to oscillation frequency

The dipole moment $d$ of the transition follows from its decay rate $\Gamma$. In a volume $V$, a mode with unit polarization $\boldsymbol\epsilon$ couples with squared strength $\omega_a|\boldsymbol\epsilon\cdot\mathbf d|^2/(2\varepsilon_0\hbar V)$, and there are $V\omega_a^2/(8\pi^3c^3)$ modes per unit angular frequency and solid angle for each polarization. For direction $\mathbf n$ the two polarizations sum to $d^2-|\mathbf n\cdot\mathbf d|^2$, whose integral over directions is $4\pi d^2(1-\tfrac13)=8\pi d^2/3$. The golden rule then gives

$$\Gamma=2\pi\,\frac{\omega_a}{2\varepsilon_0\hbar}\,\frac{\omega_a^2}{8\pi^3c^3}\,\frac{8\pi d^2}{3}=\frac{\omega_a^3d^2}{3\pi\varepsilon_0\hbar c^3}.$$

One travelling beam of intensity $I_1=\tfrac12\varepsilon_0cE_1^2$ has field amplitude $E_1$. Two such beams make $2E_1$ at the antinode, so $\Omega_m=2dE_1/\hbar$. Hence $\omega\propto\sqrt{I_1/\Delta}$ and $z_f\propto v\sqrt{\Delta/I_1}$.

## Worked example: chromium

Take a model atom with chosen values close to those of chromium: wavelength 425.6 nm, linewidth $\Gamma/2\pi=5$ MHz, mass 52 u and source temperature 1900 K. The laser is detuned by $\Delta/2\pi=+500$ MHz, with 6 W/cm² in each beam. The atoms are prepared in the stretched magnetic sublevel along the light axis and driven by circular light, which couples it to one excited sublevel.

The atomic flux is distributed in speed as $v^3e^{-mv^2/(2k_BT_s)}$, with $T_s$ the source temperature. Setting the logarithmic derivative $3/v-mv/(k_BT_s)$ to zero gives the most probable speed $v=\sqrt{3k_BT_s/m}=955$ m/s.

The decay rate gives $d=9.27\times10^{-30}$ C m, and the intensity gives $E_1=6.72\times10^3$ V/m. Therefore

$$\Omega_m=\frac{2(9.27\times10^{-30})(6.72\times10^3)}{1.055\times10^{-34}}\ \mathrm{s^{-1}},\qquad \frac{\Omega_m}{2\pi}=188\ \mathrm{MHz}.$$

With $k=1.476\times10^7$ m⁻¹, the boxed formula gives $\omega=7.69\times10^6$ s⁻¹, and

$$T=817\ \mathrm{ns},\qquad \frac T4=204\ \mathrm{ns},\qquad z_f=(955\ \mathrm{m/s})(204\ \mathrm{ns})=195\ \mathrm{\mu m}.$$

An entrance edge 10 µm long lasts 10.5 ns, between $1/\Delta=0.32$ ns and $1/\omega=130$ ns, as required.

For an entry offset of 20 nm, $kx_0=0.295$ and $\beta/k^2=0.369$. The series predicts a relative delay of $0.75\times0.369\times0.295^2=0.024$, or 4.9 ns. The full energy integral gives 5.0 ns, hence a crossing at 209.2 ns. Integrating the internal amplitudes together with the motion, through the smooth edge and without using $U$, also gives 209.2 ns from mid-edge. At an offset of $\lambda/8$, halfway to the antinode, the crossing takes 1.196 times $T/4$, so the law has become a rough guide.

With the detuning reversed, the same coupled calculation shows the offset growing to 2.135 times its initial value by $|\omega|t=1.5$, counted from the start of the edge. The paraxial value is $\cosh1.5=2.35$; the gradual edge and the weaker-than-linear force both lower the growth.

If the light ended at $z_f/2$, the focus would move from 195 to 222 µm.

The blur at depth $z_f$ has several sources:

- Late arrival from 20 nm shifts the atom by about 0.8 nm, the delay times its speed at the node.
- A packet of 20 nm initial rms width has a wave-limited rms width of 4.0 nm in the harmonic potential. In the full potential aberration raises this to 5.1 nm (classical rays with the same spread of offsets miss by 3.0 nm rms), and the narrowest width, 4.6 nm, comes later, at $1.08\,T/4$.
- A divergence angle of 0.1 mrad displaces the atom by 12 nm in the harmonic model.
- An atom of speed $v'$ reaches the plane at $x_0\cos[\pi v/(2v')]$. The thermal flux gives an rms miss of 9.7 nm for $x_0=20$ nm, growing in proportion to $x_0$ in the harmonic region.

Spontaneous emission is rare for an entry offset of 20 nm. In the harmonic region the excited population is $(\Omega_mkx/2\Delta)^2$, and the integral of $\cos^2\omega t$ over a quarter period is $\pi/(4\omega)$. The expected photon number is

$$N=\Gamma\left(\frac{\Omega_mkx_0}{2\Delta}\right)^2\frac{\pi}{4\omega}=0.0099 .$$

The recoil of the emitted photon, at most 18 mm/s along $x$, by itself displaces the atom by at most 2.3 nm in the harmonic model; momentum exchanged in the absorption is not included in this figure, and near the node it is the larger part. It raises $\langle p^2\rangle$ at the rate $\hbar^2k^2\Gamma(\Omega_m/2\Delta)^2\cos^2kx$, which does not vanish at the node. Over a quarter period this adds an rms blur of about $(\hbar k/m\omega)(\Omega_m/2\Delta)\sqrt{\pi\Gamma/4\omega}=0.8$ nm, against about 0.1 nm rms from the emission recoil. The antinode barrier is $2.9\times10^{-7}$ of the forward kinetic energy, so constant $v$ is safe.

Deposition of chromium through a near-resonant standing wave is a real process, but the uniform slab of light with a 10 µm edge is an idealization. For a Gaussian profile with the same peak $\omega$ and $v$, a central focus requires $w=\sqrt{5.368}\,v/\omega=288$ µm. The preparation in one sublevel also matters. In linearly polarized light, for a transition from angular momentum 3 to 4, the coupling is that of the stretched transition multiplied by $\sqrt{4/7}$ for magnetic number $M=0$ and by $1/2$ for $|M|=3$. At fixed intensity, and if $M$ is conserved, the focal depths become 258 and 390 µm. An unprepared beam has no common focus even at one speed. Surface forces, light scattered by the substrate and diffusion after landing are not included, so these widths are not predictions of the deposited line width.

## Computed results

```
wavelength: 425.6 nm
linewidth Gamma/2pi: 5 MHz
atomic mass: 52 u
source temperature: 1900 K
detuning Delta/2pi: 500 MHz
intensity of one beam: 6 W/cm2
entrance edge length: 10 um
entry offset and packet rms width: 20 nm
beam divergence angle: 0.1 mrad
wavenumber k: 1.4763e+07 1/m
most probable beam speed v: 954.7 m/s
transition dipole d: 9.2695e-30 C m
field amplitude of one beam: 6.7237e+03 V/m
antinode Rabi frequency Omega_m/2pi: 188.1 MHz
ratio Omega_m/Delta: 0.3762
oscillation angular frequency omega: 7.6933e+06 rad/s
oscillation period T: 816.7 ns
quarter period T/4: 204.2 ns
focal depth z_f: 194.9 um
eigenvalue curvature / (m omega^2): 0.999853
coupled run: crossing time from mid-edge: 209.2 ns
energy integral: crossing time: 209.2 ns
red detuning: offset growth at omega t = 1.5: 2.135 times
edge time: 10.47 ns
internal time 1/Delta: 0.3183 ns
motional time 1/omega: 130 ns
crossing time/(T/4), entry at lambda/8: 1.196
light cut at z_f/2: focal depth: 221.6 um
Gaussian profile: q for central focus: 5.368
Gaussian profile: q by matrix method: 5.368
Gaussian profile: phase/(pi/2): 1.307
anharmonic delay at entry offset: 5.01 ns
anharmonic miss at T/4: 0.7586 nm
ground-state rms width: 8.909 nm
wave spot rms, formula: 3.969 nm
wave spot rms, harmonic run at T/4: 3.969 nm
wave spot rms, full potential at T/4: 5.131 nm
miss from divergence: 12.41 nm
rms miss from thermal speeds: 9.687 nm
photons scattered, coupled run: 0.00993
photons scattered, formula: 0.00989
recoil speed: 18.03 mm/s
largest miss from one recoil: 2.344 nm
antinode barrier / k_B: 0.8211 mK
barrier / forward kinetic energy: 2.88e-07
linear light, M=0: focal depth: 257.9 um
linear light, |M|=3: focal depth: 389.8 um
```
